Strain Dependence of a Silicon Donor's Contact Hyperfine Coupling

**1. What has to be decided**

A calculation of a donor spin in strained silicon needs a value for the contact hyperfine coupling A. One may keep the unstrained constant A0, replace it by A0/3 on the ground that strain leaves two valleys occupied, or solve for the valley amplitudes at the strain in question. For phosphorus under 0.1 % biaxial tension the model below gives 0.73 A0, so both shortcuts fail. At 1 % it gives 0.37 A0, although the two low valleys then hold 99.8 % of the electron. The derivation shows why A approaches its limit so much more slowly than the populations do, and where the limit itself stops being a guide to a real donor.

**2. Contact density as an interference sum**

Silicon has six conduction valleys, at ±x, ±y and ±z. The 1s donor electron is written as

ψ(r) = Σ_j a_j χ_j(r),  χ_j(r) = F_j(r) φ_j(r),  Σ_j a_j² = 1.  (1)

Here F_j is the slowly varying envelope and φ_j the Bloch function of valley j. The χ_j are taken as orthonormal. This is an approximation: different valleys have distinct crystal momenta and the envelopes are smooth, so the overlaps are small. The amplitudes can be chosen real, as Section 3 shows.

The contact coupling is the nuclear and electronic moments' constant C times the density at the nucleus:

A = C |ψ(0)|².  (2)

A substitutional donor has tetrahedral site symmetry. Its 24 operations permute the axes and change signs, with the product of the three signs equal to +1. The operations that leave the +z valley in place also leave χ_z unchanged, since the lowest conduction band has the fully symmetric character along its axis. We may therefore define every other χ_j as the image of χ_z under an operation that carries +z to j, without ambiguity. The nucleus is a fixed point of all these operations, so

χ_j(0) = χ_z(0) ≡ χ0 for all j.  (3)

We now assume that strain changes the amplitudes a_j but not the functions χ_j. This is the valley-repopulation model. Equations (1) to (3) give

A = C |χ0|² S²,  S = Σ_j a_j.  (4)

Without strain, the ground state has a_j = 1/√6, hence S = √6 and S² = 6. Therefore

A/A0 = S²/6.  (5)

Equal amplitudes 1/√n on n valleys give S = √n and A/A0 = n/6. Two valleys thus give 2/6 = 1/3, and four give 4/6 = 2/3. The factor is one of interference. An electron in a single valley has S² = 1 and A = A0/6; so does an incoherent mixture of valleys, on average. The symmetric combination of two opposite valleys doubles this value, while the antisymmetric one has S = 0 and no contact coupling. The statement "two valleys are occupied" implies one third when it refers to the symmetric combination.

**3. Valley-orbit coupling without strain**

The potential near the donor core couples the valleys. Let V0 be the common diagonal energy. Symmetry leaves two off-diagonal elements:

−Δ1 between opposite valleys, −Δ2 between perpendicular valleys.  (6)

To see this, count the ordered perpendicular pairs: six choices for the first valley and four for the second make 24. An operation that fixes both +x and +z must either be the identity or reverse y alone. The latter has sign product −1 and is not in the group. Each of the 24 operations therefore sends a given pair to a different pair, and all 24 matrix elements are equal. The element from x to z then equals the one from z to x; by hermiticity it also equals the complex conjugate of that one, so it is real. Opposite valleys are exchanged by a twofold rotation about a perpendicular axis, and the same reasoning makes their element real.

The levels follow by direct action on three kinds of vector.

For six equal amplitudes (the singlet A1), each valley has one opposite and four perpendicular partners:

E_A = V0 − Δ1 − 4Δ2.  (7)

For even vectors, with pair amplitudes p, q, r on ±x, ±y, ±z and p + q + r = 0 (the doublet E), the coupling acting on the x valleys gives −Δ1 p − 2Δ2(q + r) = (−Δ1 + 2Δ2)p. The other pairs behave alike:

E_E = V0 − Δ1 + 2Δ2.  (8)

For odd vectors (the triplet T2), the two members of each perpendicular pair cancel and the opposite valley contributes with reversed sign:

E_T = V0 + Δ1.  (9)

Both E and T2 have S = 0, so the contact density belongs to the singlet. From (7) and (8),

W ≡ E_E − E_A = 6Δ2.  (10)

We take Δ1 > 0 and Δ2 > 0. Rough levels for phosphorus, measured from the conduction edge, are E_A = −0.046 eV, E_T = −0.034 eV and E_E = −0.033 eV. They give W = 0.013 eV and Δ2 = 0.013/6 = 0.00217 eV. Since E_T − E_A = 2Δ1 + 4Δ2 = 0.012 eV, Δ1 = 0.00167 eV. Both signs are as assumed.

**4. Strain and the even sector**

To first order in the strain tensor e, the edge of valley j moves by

D_j = Ξd (e_xx + e_yy + e_zz) + Ξu e_jj,  (11)

where e_jj is the normal strain along the valley's axis. Opposite valleys move together. In this linear model the shear components e_xy, e_yz and e_zx do not appear, and strain that stretches all three cubic axes equally leaves the valleys level with one another.

The ground state remains even. All off-diagonal elements are negative, so replacing a trial vector's amplitudes by their absolute values cannot raise its energy, and lowers it if signs were mixed. A ground vector can thus be taken non-negative. None of its amplitudes vanishes: if a_j did, row j of the eigenvalue equation would require a sum of negative terms to be zero. Two strictly positive vectors cannot be orthogonal, so the ground state is unique. Exchanging the members of any opposite pair leaves the Hamiltonian unchanged, so a unique positive ground state has equal amplitudes on them.

For an even vector the opposite valley contributes −Δ1 a_j, and the four perpendicular ones contribute −Δ2(S − 2a_j). The eigenvalue equation becomes

(V0 + D_j − Δ1 + 2Δ2) a_j − Δ2 S = E a_j.  (12)

The constant in the bracket is E_E by (8). With ε = E − E_E and Δ2 = W/6,

(D_j − ε) a_j = (W/6) S.  (13)

The coupling Δ1 has dropped out: it shifts all even states equally. Since a_j and S are positive, ε lies below every D_j. Dividing by D_j − ε, summing over j and cancelling S gives the equation for ε:

(W/6) Σ_j 1/(D_j − ε) = 1.  (14)

Its lowest root fixes a_j ∝ 1/(D_j − ε), and normalization turns (5) into

A/A0 = [Σ_j 1/(D_j − ε)]² / {6 Σ_j 1/(D_j − ε)²}.  (15)

This holds for any three normal strains. A common shift of all D_j moves ε by the same amount and leaves A unchanged.

For small strain write D_j = D̄ + δ_j, with Σδ_j = 0 and variance v = Σδ_j²/6. At zero strain (14) gives D̄ − ε = W, and the correction is of second order in δ. A common factor in the numbers 1/(D_j − ε) cancels in (15), so to second order we may use g_j = 1 − δ_j/W + δ_j²/W². Then

Σg_j = 6(1 + v/W²),  Σg_j² = 6(1 + 3v/W²),

A/A0 ≈ (1 + 2v/W²)/(1 + 3v/W²) ≈ 1 − v/W².  (16)

The loss has no linear term, because the singlet has the largest possible S for a normalized vector, and a small admixture of other states lowers S² in second order.

**5. Tetragonal strain**

Let the two in-plane strains be equal, e_xx = e_yy = e_par. The z valleys then differ from the four in-plane ones by

D = Ξu (e_zz − e_par).  (17)

We measure energy from E_E plus the in-plane shift, so D_j = D for ±z and zero otherwise. Two even vectors respect the remaining symmetry: |z⟩, with amplitudes 1/√2 on the z valleys, and |p⟩, with amplitudes 1/2 on the other four. Their sums S are √2 and 2. The coupling in (13) is −W/6 times the product of the two sums, hence

H_zz = D − W/3,  H_pp = −2W/3,  H_zp = −√2 W/3.  (18)

The diagonal difference is h = H_zz − H_pp = D + W/3. The separation R of the two eigenvalues satisfies

R² = h² + 4H_zp² = D² + 2DW/3 + W²/9 + 8W²/9,

R = W q,  q = √(1 + 2u/3 + u²),  u = D/W.  (19)

Write the ground state as c_z|z⟩ + c_p|p⟩. Apart from a constant, its energy is (h/2)(c_z² − c_p²) − (√2W/3)(2c_z c_p). The two bracketed combinations form a unit vector, since their squares add to (c_z² + c_p²)² = 1. The energy is lowest when that vector points against its coefficients:

c_z² − c_p² = −h/R,  2c_z c_p = 2√2 W/(3R).  (20)

The sum of amplitudes is S = √2 c_z + 2c_p. Squaring,

S² = 2c_z² + 4c_p² + 4√2 c_z c_p
 = 3 − (c_z² − c_p²) + 2√2 (2c_z c_p)
 = 3 + (D + W/3)/R + 8W/(3R)
 = 3 + (D + 3W)/R.  (21)

Division by 6, with D = uW and R = Wq, gives the strain law:

A/A0 = ½ [1 + (1 + u/3)/√(1 + 2u/3 + u²)].  (22)

Diagonalizing the full six-valley matrix with the phosphorus levels at 61 values of u from −15 to 15 reproduces (22) to within 10⁻¹⁰.

**6. Slope and limits**

Since dq/du = (u + 1/3)/q, the derivative of the fraction in (22) is

[q²/3 − (1 + u/3)(u + 1/3)]/q³.

The first term in the bracket is 1/3 + 2u/9 + u²/3. The product is 1/3 + 10u/9 + u²/3. Their difference is −8u/9, so

d(A/A0)/du = −(4u/9)/q³.  (23)

A therefore has its maximum at zero strain and falls steadily on either side. For small u, q⁻³ ≈ 1 − u, and integration of (23) from u = 0 gives

A/A0 ≈ 1 − 2u²/9 + 4u³/27.  (24)

The quadratic term agrees with (16): one third of the valleys are displaced by D, so v = (1/3)(2/3)D² = 2D²/9. The cubic term makes the loss greater for negative u, where the electron moves towards two valleys instead of four.

For u = −U with U large, 1/q ≈ (1/U)[1 + 1/(3U)], and

(1 − U/3)/q ≈ (−1/3 + 1/U)[1 + 1/(3U)] ≈ −1/3 + 8/(9U),

A/A0 ≈ 1/3 + 4/(9U).  (25)

This is the one-third limit. By (23) the approach is from above, so within the model no finite strain reaches it. For large positive u the same expansion gives (1/3 + 1/u)[1 − 1/(3u)] ≈ 1/3 + 8/(9u), and

A/A0 ≈ 2/3 + 4/(9u).  (26)

The slow correction in (25) is a cross term. At large U, (20) gives c_p ≈ √2/(3U), so the weight in the upper valleys is c_p² ≈ 2/(9U²). In S², however, c_p enters linearly through 4√2 c_z c_p ≈ 8/(3U); one sixth of this is 4/(9U), the whole leading correction. The population settles as 1/U² and the coupling as 1/U. For A to lie within 10 % of A0/3, the leading term requires 4/(9U) < 1/30, or U > 13.

**7. Phosphorus under biaxial tension**

Take a silicon layer with (001) surface, stretched equally in the plane and free to relax along z. Zero stress along z means C11 e_zz + 2C12 e_par = 0. With rough elastic constants C11 = 170 GPa and C12 = 64 GPa,

e_zz = −2(64/170) e_par = −0.753 e_par.  (27)

For e_par = 0.1 % and a rough Ξu = 9.0 eV,

D = 9.0 × (−0.000753 − 0.001) = −0.0158 eV,  u = −0.01578/0.013 = −1.214.

The in-plane stress is (170 + 64 − 64 × 0.753) × 0.001 = 0.186 GPa. In (22) the numerator is 1 − 0.405 = 0.595 and q = √(1 − 0.809 + 1.473) = 1.290, so

A/A0 = ½(1 + 0.595/1.290) = 0.731.

The amplitudes show the same result directly: 0.6485 on each z valley and 0.1992 on each in-plane valley give S = 2.094 and S²/6 = 0.731. With a rough A0 of 4.9 × 10⁻⁷ eV (118 MHz), A is 3.6 × 10⁻⁷ eV (87 MHz). The upper four valleys still hold 16 % of the electron.

At e_par = 1 % the shift is ten times larger, u = −12.1, and the ratio is 0.371, or A = 1.8 × 10⁻⁷ eV (44 MHz). The upper valleys hold 0.16 %, yet A exceeds A0/3 by 11 %, as the cross term requires. Equation (25) gives 0.333 + 0.037 = 0.370.

Compression reverses the sign of D and favours the four in-plane valleys. In the repopulation model the ratio is then 0.888 at 0.1 % and 0.702 at 1 %, the latter approaching two thirds. At equal magnitude of strain, tension reduces A more in both cases. When the valley functions are allowed to respond, as in the radial model of Section 8, the ratio at 1 % compression falls to about 0.60 to 0.61, so two thirds is not a bound for a real donor under compression.

**8. Where the model fails**

*Change of the wave function near the core.* The strained donor is less strongly bound to its lowest valley edge: the binding energy falls from 0.046 eV to 0.038 eV at 1 % tension. In the two-valley limit (18) gives H_zz = D − W/3, hence a binding of 0.033 + 0.013/3 = 0.037 eV. The repopulation model nevertheless keeps χ_j(0) fixed. A radial model can estimate the consequence. Each valley receives an isotropic hydrogenic problem with effective Rydberg 0.033 eV, which places the uncoupled level at E_E. With a relative permittivity of 12, the effective Bohr radius is 18.2 angstrom. An attractive well proportional to exp(−r²/b²) couples all valleys equally, and its depth is set so that the unstrained singlet lies W below E_E. Depth and range b are then held fixed while the valleys are shifted.

With a weak well, W = 0.002 effective Rydberg and b = 0.1 effective Bohr radius, this model agrees with (22) to within 0.00002 at u = −10, −3, −1.2 and 2. This supports the repopulation law as the limit of small valley-orbit splitting. At the rough phosphorus splitting the results differ:

b = 1.8 angstrom: A/A0 = 0.714 at 0.1 %, 0.263 at 1 %
b = 3.6 angstrom: A/A0 = 0.715 at 0.1 %, 0.271 at 1 %

At 0.1 % the change from 0.731 is about 2 %. At 1 % the ratio drops by 27 to 29 % relative to 0.371 and passes below one third. One third is thus a lower bound of the repopulation model and not of a donor whose wave function can respond. The calculation does not separate the spreading of the envelope from changes inside the well, and it omits the anisotropic mass and the real core potential, so its numbers indicate a size. Ranges b from 0.9 to 7.3 angstrom move the 1 % value from 0.259 to 0.284, while the 0.1 % value stays between 0.714 and 0.717.

*Hydrostatic response.* Equation (15) ignores a common shift of the valleys, but a volume change can alter χ0 itself. A rough description adds K(e_xx + e_yy + e_zz)/3 to A/A0. The coefficient K depends on the donor; K = 20 is taken here as an illustration, and the term scales with it. Small-strain measurements reported for phosphorus lie nearer K = 80, which makes the term four times larger. At 0.1 % tension the trace is 2 × 0.1 − 0.075 = 0.125 %, and the term is +0.008. Carried linearly to 1 % it would be +0.08, or +0.33 with K = 80, opposite in sign to the radial correction. The linear form is a small-strain description and should not be extended that far or simply added to the radial correction. Near zero strain the order of importance changes, because repopulation begins quadratically. The hydrostatic term is the larger one below about 0.0025 % tension for K = 20 and below about 0.01 % for K = 80, so (24) should not be used alone to interpret very small strain shifts.

*Temperature.* In both tensile cases the first excited state is the odd combination of the z valleys, which has no contact density. It lies 0.0060 eV above the ground state at 0.1 % and 0.0036 eV at 1 %; the limiting value is 2Δ1 = 0.0033 eV. Although Δ1 does not affect the ground-state ratio, it adds 2Δ1 to this gap, and at large tension that is all that remains of it. With fixed valley functions the excited 1s fraction at 5 K is below 0.1 % in both cases. At 20 K it is 3 % and 11 %. These figures carry the rounding of the levels: a gap smaller by 0.0003 eV would raise the second to 13 %. At 1 % the fixed functions also overstate the gap: the radial model, with the well in the triplet channel fitted to E_T, gives 0.0027 to 0.0028 eV, an excited fraction of roughly 0.2 % at 5 K and 16 to 17 % at 20 K. If the electron moves between these levels fast enough for the nucleus to see an average, the 1 % case loses about 11 % of its coupling at 20 K in the repopulation model and about 17 % in the radial one.

**9. Use for real devices**

A biaxial tension of 1 % is roughly that of a strained layer on relaxed silicon-germanium with a quarter germanium. For a uniform biaxial tension of 0.1 %, (22) is a reasonable starting point at a few kelvin: the radial correction is about 2 % of A, and the hydrostatic term is about 1 % of A if K = 20, though it would be about 5 % if K = 80. The deformation potential matters as much: by (23), a change of 0.5 eV in Ξu moves the ratio by about 0.017. The value 0.731 should not be carried over to silicon near metal gates. A metal that contracts more than silicon on cooling tends to compress the silicon directly beneath it, and the strain there is seldom uniform or purely tetragonal. The local normal strains then belong in (15). For the layer at 1 % tension the assumption that breaks is the fixed wave function, and the radial estimate moves the coupling from 44 MHz to roughly 31 or 32 MHz. This shows the direction of the correction, not its full size: couplings near 0.2 A0, about 22 MHz, have been reported for strongly strained layers on silicon-germanium, and the volume change and the relaxation of the neighbouring atoms are outside both estimates. Electric fields and nearby interfaces, which also shift valleys and deform the envelope, are absent from both estimates. At 3 % tension (22) gives a ratio of 0.346, which illustrates the slow approach to the limit; a strain of that size is well above both of these cases, and linear deformation potentials are doubtful there.

Values computed for the example and the checks

```
Rough inputs, phosphorus in silicon
levels A1, T2, E: -0.046 -0.034 -0.033 eV
splitting W = 0.0130 eV; Xi_u = 9.0 eV
Delta1 = 0.00167 eV; Delta2 = 0.00217 eV
C11 = 170 GPa; C12 = 64 GPa
A0 = 4.90e-07 eV = 118 MHz
Biaxial strain (%), D (eV), D/W, A/A0 by diagonalization
 -1.00   0.15776   12.1357   0.7017
 -0.10   0.01578    1.2136   0.8877
  0.01  -0.00158   -0.1214   0.9965
  0.03  -0.00473   -0.3641   0.9657
  0.10  -0.01578   -1.2136   0.7308
  0.30  -0.04733   -3.6407   0.4689
  1.00  -0.15776  -12.1357   0.3714
  3.00  -0.47329  -36.4072   0.3457
Case: tensile strain 0.1 %
e_zz = -0.0753 %; stress = 0.186 GPa
amplitude per z valley 0.6485, in-plane 0.1992
weight in four in-plane valleys = 0.15878
A = 3.581e-07 eV = 86.6 MHz
binding below lowest valley edge = 0.0400 eV
gap to first excited state = 0.00600 eV
excited 1s fraction at 5 K = 9.05e-07
excited 1s fraction at 20 K = 3.00e-02
neglected hydrostatic change of A/A0 = +0.0083
Case: tensile strain 1.0 %
e_zz = -0.7529 %; stress = 1.858 GPa
amplitude per z valley 0.7065, in-plane 0.0199
weight in four in-plane valleys = 0.00159
A = 1.820e-07 eV = 44.0 MHz
binding below lowest valley edge = 0.0376 eV
gap to first excited state = 0.00358 eV
excited 1s fraction at 5 K = 2.48e-04
excited 1s fraction at 20 K = 1.11e-01
neglected hydrostatic change of A/A0 = +0.0831
hydrostatic term dominates below 0.0025 % strain
radial model, weak well: largest deviation = 0.00002
effective Bohr radius = 18.2 angstrom
Radial model at real W: core range (angstrom), A/A0 at 0.1 %, 1 %
1.82  0.714  0.263
3.64  0.715  0.271
```
